# Rotational diffusion constants of an asymmetric top from three relaxation times: test program

```python
"""
Result under test: for rotational diffusion of a rigid asymmetric top, the
rank-one relaxation rate of a vector along principal axis i is
    r_i = 1/tau_i = D_j + D_k      (i, j, k all different),
so that D_i = (r_j + r_k - r_i)/2, and three positive rates are possible
if and only if each is smaller than the sum of the other two.
D_i   : diffusion constant for rotation about axis i (mean square angle 2 D_i t)
tau_i : relaxation time of <u_i(0).u_i(t)>, u_i = unit vector along axis i
Internal units: ps and 1/ps; diffusion constants are printed in 1/ns.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, atomic_mass
from scipy.linalg import expm
from scipy.optimize import nnls, minimize_scalar
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
AXES = "xyz"


def diffusion_from_times(times):
    """Derived inversion; the last array index labels the axis."""
    rates = 1.0 / np.asarray(times)
    return 0.5 * rates.sum(axis=-1, keepdims=True) - rates


def mean_rotation(D, dt, order=8):
    """Average finite rotation matrix of one Gaussian random step."""
    x, w = np.polynomial.hermite_e.hermegauss(order)
    w = w / w.sum()
    grid = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel()
    matrices = Rotation.from_rotvec(grid * np.sqrt(2 * D * dt)).as_matrix()
    return np.einsum("n,nij->ij", weight, matrices)


def walk_rates(D):
    """Decay rates of the random walk, extrapolated to zero step length."""
    dt = 1e-3 / D.sum()
    found = []
    for step in (dt, dt / 2):
        average = mean_rotation(D, step)
        assert np.allclose(average, np.diag(np.diag(average)), atol=1e-13)
        found.append(-np.log(np.diag(average)) / step)
    return 2 * found[1] - found[0]


# --- rates and inversion against the random walk -------------------------
tau = np.array([20.0, 10.0, 12.5])
rate = 1 / tau
D = diffusion_from_times(tau)
for D_true in (D, np.array([0.9, 0.2, 0.05]), np.array([0.1, 0.1, 0.4])):
    r_walk = walk_rates(D_true)
    r_formula = np.array([D_true[1] + D_true[2], D_true[0] + D_true[2],
                          D_true[0] + D_true[1]])
    assert np.allclose(r_walk, r_formula, rtol=1e-5)
    assert np.allclose(diffusion_from_times(1 / r_walk), D_true,
                       atol=1e-5 * D_true.sum())
D_walk = diffusion_from_times(1 / walk_rates(D))

# --- inequalities against a search for non-negative constants ------------
pair_sum = np.ones((3, 3)) - np.eye(3)


def feasible(rates):
    return nnls(pair_sum, rates)[1] < 1e-9


verdicts = []
for trial in rng.uniform(0.01, 1.0, (600, 3)):
    triangle = all(trial[i] < trial[(i + 1) % 3] + trial[(i + 2) % 3]
                   for i in range(3))
    assert triangle == feasible(trial)
    D_trial = diffusion_from_times(1 / trial)
    assert (D_trial < 0).sum() <= 1
    assert np.argmin(D_trial) == np.argmax(trial)
    verdicts.append(triangle)
assert 50 < sum(verdicts) < 550
tau_z_low = 1 / (rate[0] + rate[1])
tau_z_high = 1 / abs(rate[0] - rate[1])
for tau_z, expected in ((0.99 * tau_z_low, False), (1.01 * tau_z_low, True),
                        (0.99 * tau_z_high, True), (1.01 * tau_z_high, False)):
    assert feasible(np.array([rate[0], rate[1], 1 / tau_z])) == expected
tau_bad = np.array([20.0, 10.0, 25.0])
D_bad = diffusion_from_times(tau_bad)
assert not feasible(1 / tau_bad)

# --- propagation of timing errors ----------------------------------------
timing_error = 0.05
sigma_D = 0.5 * timing_error * np.linalg.norm(rate)
small = 0.005   # small enough for linear propagation
noisy = tau * (1 + small * rng.standard_normal((200000, 3)))
sampled = diffusion_from_times(noisy).std(axis=0)
assert np.allclose(sampled, sigma_D * small / timing_error, rtol=0.01)

# --- probe axes x and y turned about z ------------------------------------
tilt_deg = 10.0
c, s = np.cos(np.radians(tilt_deg)), np.sin(np.radians(tilt_deg))
probes = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]])
tau_tilt = probes**2 @ tau
dt = 1e-3 / D.sum()
area = dt * (np.linalg.inv(np.eye(3) - mean_rotation(D, dt)) - np.eye(3) / 2)
assert np.allclose(np.diag(probes @ area @ probes.T), tau_tilt, rtol=1e-3)
D_tilt = diffusion_from_times(tau_tilt)

# --- internal field: dielectric time against single-molecule time ---------
eps_static, eps_high = 2.3, 2.2
field_factor = (eps_static + 2) / (eps_high + 2)


def loss(omega_tau):
    low = (eps_static - 1) / (eps_static + 2)
    high = (eps_high - 1) / (eps_high + 2)
    y = high + (low - high) / (1 + 1j * omega_tau)
    return -((1 + 2 * y) / (1 - y)).imag


peak = minimize_scalar(lambda w: -loss(w), bounds=(0.5, 1.5),
                       method="bounded", options={"xatol": 1e-9}).x
assert abs(peak * field_factor - 1) < 1e-5
D_field = diffusion_from_times(tau * field_factor)

# --- inertia: Euler-Langevin motion in a Hermite basis --------------------
temperature = 300.0
moments = np.array([300.0, 500.0, 600.0])   # amu angstrom^2
variance = (k_boltzmann * temperature
            / (moments * atomic_mass * 1e-20)) * 1e-24   # of omega, 1/ps^2
levi = np.zeros((3, 3, 3))
for i, j, m in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, m], levi[j, i, m] = 1, -1


def inertial_generator(D, variance, size):
    """Backward generator for body vectors coupled to angular velocity."""
    lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    number = np.diag(np.arange(float(size)))

    def on_axis(matrix, axis):
        parts = [np.eye(size)] * 3
        parts[axis] = matrix
        return np.kron(np.kron(parts[0], parts[1]), parts[2])

    v, inertia, friction = np.sqrt(variance), 1 / variance, variance / D
    X = [on_axis(lower + lower.T, a) for a in range(3)]
    velocity_part = np.zeros((size**3, size**3))
    for a in range(3):
        b, e = (a + 1) % 3, (a + 2) % 3
        gyro = (inertia[b] - inertia[e]) / inertia[a] * v[b] * v[e] / v[a]
        velocity_part -= friction[a] * on_axis(number, a)
        velocity_part += gyro * X[b] @ X[e] @ on_axis(lower, a)
    total = np.kron(velocity_part, np.eye(3))
    for a in range(3):
        total += v[a] * np.kron(X[a], levi[a].T)
    return total


def area_times(generator):
    start = np.zeros((len(generator), 3))
    start[:3, :3] = np.eye(3)
    return -np.diag(np.linalg.solve(generator, start)[:3])


generator = inertial_generator(D, variance, 5)
tau_inertial = area_times(generator)
basis_shift = np.max(np.abs(
    area_times(inertial_generator(D, variance, 6)) / tau_inertial - 1))
assert basis_shift < 1e-4
slowest = np.sort(-np.linalg.eigvals(generator).real)[:3]
rate_inertial = np.empty(3)
rate_inertial[np.argsort(rate)] = slowest
D_area = diffusion_from_times(tau_inertial)
D_pole = diffusion_from_times(1 / rate_inertial)
# A very light top must obey the diffusion result; the shift is linear in inertia.
light = area_times(inertial_generator(D, variance * 1000, 5))
assert np.allclose(light, tau, rtol=1e-4)
half = area_times(inertial_generator(D, variance * 2, 5))
ratio = np.linalg.norm(tau_inertial - tau) / np.linalg.norm(half - tau)
assert abs(ratio - 2) < 0.1

# Trajectories of a top 40 times heavier, where inertia is plainly visible.
heavy = variance / 40
t_end, steps, tops = 10.0, 250, 20000
h = t_end / steps
decay = np.exp(-heavy / D * h)
kick = np.sqrt(heavy * (1 - decay**2))
inertia = 1 / heavy
omega = rng.standard_normal((tops, 3)) * np.sqrt(heavy)
orientation = Rotation.from_rotvec(np.zeros((tops, 3)))
for _ in range(steps):
    torque = np.cross(omega * inertia, omega) / inertia
    new = decay * omega + h * torque + kick * rng.standard_normal((tops, 3))
    orientation = orientation * Rotation.from_rotvec(0.5 * h * (omega + new))
    omega = new
simulated = np.diag(orientation.as_matrix().mean(axis=0))
predicted = np.diag(expm(inertial_generator(D, heavy, 6) * t_end)[:3, :3])
# The sampling error of each correlation is about 0.004.
assert np.max(np.abs(simulated - predicted)) < 0.02
assert np.max(np.abs(predicted - np.exp(-rate * t_end))) > 0.04


# --- printed numbers -------------------------------------------------------
def show(label, values, unit, digits=3):
    text = ", ".join(f"{value:.{digits}f}" for value in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


print("Triples are in the order x, y, z")
show("relaxation times", tau, "ps", 1)
show("loss-peak frequencies", 1e3 / (2 * np.pi * tau), "GHz", 2)
show("relaxation rates", 1e3 * rate, "1/ns", 1)
show("half the sum of rates", 500 * rate.sum(), "1/ns", 1)
show("diffusion constants D", 1e3 * D, "1/ns", 2)
print("D converted:", ", ".join(f"{d * 1e12:.2e}" for d in D), "1/s")
show("D recovered from random walk", 1e3 * D_walk, "1/ns", 3)
show("allowed tau_z, lower and upper", [tau_z_low, tau_z_high], "ps", 2)
show("rejected times", tau_bad, "ps", 1)
show("rejected rates", 1e3 / tau_bad, "1/ns", 1)
show("D from rejected times", 1e3 * D_bad, "1/ns", 2)
print(f"random triples allowed: {sum(verdicts)} of {len(verdicts)}")
show("timing error", 100 * timing_error, "%", 1)
show("error of each D", 1e3 * sigma_D, "1/ns", 2)
show("relative errors of D", 100 * sigma_D / D, "%", 1)
show("D_y divided by its error", D[1] / sigma_D, "(no unit)", 2)
show("tilt of x and y probes", tilt_deg, "degrees", 1)
show("area times with tilt", tau_tilt, "ps", 3)
show("apparent D with tilt", 1e3 * D_tilt, "1/ns", 2)
show("tilt change of D", 100 * (D_tilt / D - 1), "%", 1)
show("static and high-frequency permittivity", [eps_static, eps_high],
     "(no unit)", 1)
show("measured over molecular time", field_factor, "(no unit)", 4)
show("internal-field change of D", 100 * (D_field / D - 1), "%", 2)
show("temperature", temperature, "K", 0)
show("moments of inertia", moments, "amu angstrom^2", 0)
show("angular-velocity memory times", D / variance, "ps", 4)
show("inertial ratios D^2 I/kT", D**2 / variance, "(no unit)", 5)
show("area times with inertia", tau_inertial, "ps", 4)
show("D from inertial area times", 1e3 * D_area, "1/ns", 3)
show("change of D, area times", 100 * (D_area / D - 1), "%", 2)
show("slowest rates with inertia", 1e3 * rate_inertial, "1/ns", 3)
show("D from slowest inertial rates", 1e3 * D_pole, "1/ns", 3)
show("change of D, slowest rates", 100 * (D_pole / D - 1), "%", 2)
print(f"largest relative basis shift, 5 to 6 functions: {basis_shift:.1e}")
show("heavy-top test time", t_end, "ps", 1)
show("heavy-top correlations, simulated", simulated, "(no unit)", 3)
show("heavy-top correlations, matrix", predicted, "(no unit)", 3)
show("same without inertia", np.exp(-rate * t_end), "(no unit)", 3)
print("all tests passed")
```

It prints:

```
Triples are in the order x, y, z
relaxation times: 20.0, 10.0, 12.5 ps
loss-peak frequencies: 7.96, 15.92, 12.73 GHz
relaxation rates: 50.0, 100.0, 80.0 1/ns
half the sum of rates: 115.0 1/ns
diffusion constants D: 65.00, 15.00, 35.00 1/ns
D converted: 6.50e+10, 1.50e+10, 3.50e+10 1/s
D recovered from random walk: 65.000, 15.000, 35.000 1/ns
allowed tau_z, lower and upper: 6.67, 20.00 ps
rejected times: 20.0, 10.0, 25.0 ps
rejected rates: 50.0, 100.0, 40.0 1/ns
D from rejected times: 45.00, -5.00, 55.00 1/ns
random triples allowed: 311 of 600
timing error: 5.0 %
error of each D: 3.44 1/ns
relative errors of D: 5.3, 22.9, 9.8 %
D_y divided by its error: 4.36 (no unit)
tilt of x and y probes: 10.0 degrees
area times with tilt: 19.698, 10.302, 12.500 ps
apparent D with tilt: 63.15, 16.85, 33.92 1/ns
tilt change of D: -2.8, 12.3, -3.1 %
static and high-frequency permittivity: 2.3, 2.2 (no unit)
measured over molecular time: 1.0238 (no unit)
internal-field change of D: -2.33, -2.33, -2.33 %
temperature: 300 K
moments of inertia: 300, 500, 600 amu angstrom^2
angular-velocity memory times: 0.0782, 0.0301, 0.0842 ps
inertial ratios D^2 I/kT: 0.00508, 0.00045, 0.00295 (no unit)
area times with inertia: 20.0682, 10.0549, 12.5750 ps
D from inertial area times: 64.573, 14.950, 34.880 1/ns
change of D, area times: -0.66, -0.34, -0.34 %
slowest rates with inertia: 49.999, 100.255, 79.961 1/ns
D from slowest inertial rates: 65.108, 14.853, 35.146 1/ns
change of D, slowest rates: 0.17, -0.98, 0.42 %
largest relative basis shift, 5 to 6 functions: 2.2e-11
heavy-top test time: 10.0 ps
heavy-top correlations, simulated: 0.685, 0.485, 0.563 (no unit)
heavy-top correlations, matrix: 0.687, 0.483, 0.559 (no unit)
same without inertia: 0.607, 0.368, 0.449 (no unit)
all tests passed
```
